# Why conductivity and thermopower activation energies differ under long-range potential fluctuations

In an amorphous semiconductor whose mobility edge follows a slowly varying random potential, conductivity and thermopower average the same local edge energy with different weights. The conductivity weights each place by the Joule heat released there, which, when the fluctuations are large compared with $kT$, is concentrated at the barriers the current cannot avoid. The thermopower weights each place by the current flowing through it, and so also counts the low stretches between the barriers. For weak fluctuations, and in the random landscapes computed below, the conductivity activation energy $E_\sigma$ then exceeds the thermopower activation energy $E_S$.

The Overhof-Beyer function isolates the difference:

$$Q=\ln\frac{\sigma}{\mathrm{S/cm}}+\frac{e|S|}{k},\qquad E_Q=-\frac{dQ}{d\beta}=E_\sigma-E_S,\qquad \beta=\frac1{kT}.$$

Activation energies are slopes against $\beta$: $E_\sigma=-d\ln\sigma/d\beta$ and $E_S=d(e|S|/k)/d\beta$. Without fluctuations $Q$ is a constant $Q_0$. With weak fluctuations of rms size $\Delta$,

$$Q=Q_0-\tfrac12(\beta\Delta)^2,\qquad E_Q=\beta\Delta^2,$$

in any dimension.

## The local law

Let $E(\mathbf r)=\bar E+V(\mathbf r)$ be the local mobility edge measured from the Fermi level, with $\langle V\rangle=0$ and $\langle V^2\rangle=\Delta^2$; angle brackets denote volume averages. One type of carrier, electrons, conducts. The potential varies slowly enough for each region to have its own conductivity and local equilibrium, and tunnelling through barriers is negligible. For now $V$, $\bar E$ and $\sigma_0$ do not depend on temperature.

States above the edge each contribute the same amount $\sigma_0$, states below it nothing. With $x=\beta(\varepsilon-E_F)$ and Boltzmann occupation, the weight of an energy in transport is $e^{-x}dx$, so

$$\sigma=\sigma_0\int_{\beta E}^{\infty}e^{-x}dx=\sigma_0e^{-\beta E}.$$

The thermopower measures the mean energy carried, relative to the Fermi level, in units of $kT$:

$$\frac{e|S|}{k}=\frac{\int_{\beta E}^\infty x\,e^{-x}dx}{\int_{\beta E}^\infty e^{-x}dx}=\frac{(\beta E+1)e^{-\beta E}}{e^{-\beta E}}=\beta E+1 .$$

Adding the logarithm of the first result to the second removes $E$. A homogeneous sample has $Q_0=\ln\sigma_0+1$, with $\sigma_0$ in S/cm, and $E_\sigma=E_S$.

## The solvable case: layers in series

Let $V$ vary only along the current direction $x$. The same current crosses every layer, so resistivities add:

$$\frac1{\sigma_{\rm eff}}=\Big\langle\frac1\sigma\Big\rangle=\frac{e^{\beta\bar E}}{\sigma_0}\langle e^{\beta V}\rangle .$$

For the thermopower, let the temperature gradient be uniform, as it is when heat flows mainly through a lattice of uniform thermal conductivity. On open circuit each layer adds a voltage proportional to its own $S$ and its thickness. The total is the plain average, in which $V$ vanishes:

$$\frac{e|S_{\rm eff}|}{k}=\beta\bar E+1 .$$

Therefore

$$Q-Q_0=-\ln\langle e^{\beta V}\rangle\le0,$$

because the average of an exponential is at least the exponential of the average. High layers dominate the resistance, while the thermal voltage counts high and low layers alike.

For $V=V_0\cos(qx)$ the average is the modified Bessel function $I_0(\beta V_0)$. Since $I_0'=I_1$,

$$Q-Q_0=-\ln I_0(\beta V_0),\quad E_\sigma=\bar E+V_0\frac{I_1(\beta V_0)}{I_0(\beta V_0)},\quad E_S=\bar E .$$

There are two limits.

- **Weak fluctuation.** With $I_0(z)\approx1+z^2/4$ and $I_1(z)\approx z/2$, one finds $E_Q\approx\beta V_0^2/2=\beta\Delta^2$, because a cosine has $\Delta^2=V_0^2/2$. At $\beta V_0=0.2$ the computed $E_Q/V_0$ is 0.0995, against 0.1 from this limit.
- **Strong fluctuation.** With $I_0(z)\approx e^z/\sqrt{2\pi z}$, one finds $Q-Q_0\approx-\beta V_0+\frac12\ln(2\pi\beta V_0)$ and $E_Q\approx V_0-kT/2$. At $\beta V_0=20$ the computed $E_Q/V_0$ is 0.9747, against 0.975.

$Q$ thus starts as a parabola in $1/T$ and becomes nearly straight when the potential has a definite highest barrier and the temperature is low enough for that barrier to dominate the resistance. A thin barrier needs a lower temperature for this than a broad one of the same height. A Gaussian distribution of layers has no highest barrier. There $\langle e^{\beta V}\rangle=e^{\beta^2\Delta^2/2}$, and the parabola continues for all $\beta$. This is the limit of infinitely many layers: a finite stack does have a highest layer, and its $Q$ leaves the parabola at low temperature.

## Two weights in a general medium

In two or three dimensions the current can go round the hills, so neither average is simple. Both can still be written in terms of one isothermal flow pattern. Apply a unit mean field along $x$. The local field $\mathbf e$ is curl-free with $\langle\mathbf e\rangle=\hat{\mathbf x}$, the current is $\mathbf j=\sigma\mathbf e$ with $\nabla\cdot\mathbf j=0$, and $\sigma_{\rm eff}=\langle j_x\rangle$. The medium is taken as periodic, or large enough for surface terms to vanish, and $\langle\mathbf j\rangle$ as parallel to $x$.

One identity does the work. If $\mathbf a$ is divergence-free and $\mathbf b=\langle\mathbf b\rangle-\nabla\psi$, then

$$\langle\mathbf a\cdot\mathbf b\rangle=\langle\mathbf a\rangle\cdot\langle\mathbf b\rangle ,$$

because $\mathbf a\cdot\nabla\psi=\nabla\cdot(\mathbf a\psi)$ averages to zero.

**Conductivity.** The identity gives $\sigma_{\rm eff}=\langle\mathbf j\cdot\mathbf e\rangle=\langle\sigma e^2\rangle$. Differentiate with respect to $\beta$:

$$\frac{d\sigma_{\rm eff}}{d\beta}=\Big\langle\frac{d\sigma}{d\beta}e^2\Big\rangle+2\Big\langle\mathbf j\cdot\frac{d\mathbf e}{d\beta}\Big\rangle .$$

The mean field is fixed, so $d\mathbf e/d\beta$ is curl-free with zero mean, and the last term vanishes by the identity. With $d\sigma/d\beta=-E\sigma$,

$$E_\sigma=\frac{\langle E\,\sigma e^2\rangle}{\langle\sigma e^2\rangle}.$$

The weight $\sigma e^2$ is the local Joule heat. Although the flow pattern changes with temperature, that change does not contribute to the slope.

**Thermopower.** Now impose a small uniform gradient $\nabla T=G\hat{\mathbf x}$ on open circuit. The local current is $\mathbf J=\sigma(\mathbf F-S\nabla T)$, where $\mathbf F$ is the curl-free gradient of the electrochemical potential in field units. Open circuit means $\langle\mathbf J\rangle=0$, and $S_{\rm eff}$ is defined by $\langle\mathbf F\rangle=S_{\rm eff}G\hat{\mathbf x}$. Multiply $\mathbf J$ by the isothermal field $\mathbf e$ and average. The left side is $\langle\mathbf e\rangle\cdot\langle\mathbf J\rangle=0$, so

$$0=\langle\mathbf j\cdot\mathbf F\rangle-G\langle Sj_x\rangle=\langle j_x\rangle S_{\rm eff}G-G\langle Sj_x\rangle .$$

Hence

$$S_{\rm eff}=\frac{\langle Sj_x\rangle}{\langle j_x\rangle},\qquad \frac{e|S_{\rm eff}|}{k}=\beta\langle E\rangle_j+1,\qquad \langle E\rangle_j=\frac{\langle Ej_x\rangle}{\langle j_x\rangle}.$$

The slope of this line is

$$E_S=\langle E\rangle_j+\beta\frac{d\langle E\rangle_j}{d\beta},$$

which differs from $\langle E\rangle_j$ when the current pattern changes with temperature. Combining the two results,

$$Q-Q_0=\ln\frac{\sigma_{\rm eff}}{\sigma_0}+\beta\langle E\rangle_j .$$

In the series case $j_x$ is uniform and the heat is proportional to $1/\sigma$, which returns the earlier formulas.

## Weak fluctuations in any dimension

Put $u=\beta V$, $s=\beta\Delta$ and $\sigma_G=\sigma_0e^{-\beta\bar E}$. To second order $\sigma=\sigma_G(1-u+u^2/2)$. Write $\mathbf e=\hat{\mathbf x}+\mathbf e_1+\dots$, where every correction has zero mean. Current conservation at first order reads $\nabla\cdot(\mathbf e_1-u\hat{\mathbf x})=0$. In Fourier space $\mathbf e_1$ is parallel to $\mathbf k$, because it is curl-free, so

$$\mathbf e_{1,\mathbf k}=\frac{\mathbf k\,k_x}{k^2}u_{\mathbf k},\qquad \langle u\,e_{1x}\rangle=a s^2,$$

where $a$ is the mean of $k_x^2/k^2$ over the power spectrum of $V$. For isotropic fluctuations $a=1/d$. The mean current is

$$\frac{\sigma_{\rm eff}}{\sigma_G}=1+\tfrac12\langle u^2\rangle-\langle ue_{1x}\rangle=1+s^2\left(\tfrac12-a\right).$$

To first order $j_x/\sigma_G=1-u+e_{1x}$, so the current-weighted energy obeys

$$\beta(\langle E\rangle_j-\bar E)=\langle u(-u+e_{1x})\rangle=-s^2(1-a).$$

In $Q$ the terms $\mp\beta\bar E$ cancel, and

$$Q-Q_0=s^2\left(\tfrac12-a\right)-s^2(1-a)=-\tfrac12s^2 .$$

The geometric factor $a$ has gone. The freedom to go round hills changes both activation energies, but by the same amount at this order. For isotropic fluctuations, differentiation gives

$$E_\sigma=\bar E-\beta\Delta^2\left(1-\tfrac2d\right),\qquad E_S=\bar E-2\beta\Delta^2\left(1-\tfrac1d\right).$$

In one dimension the conductivity energy lies above the mean and the thermopower energy at it. In two dimensions the conductivity energy is at the mean and the thermopower energy below. In three dimensions both lie below. The gap is $\beta\Delta^2$ each time.

Resistor networks with $s=0.05$, averaged over the current directions and over both signs of $V$, test this. The ratio $\ln(\sigma_{\rm eff}/\sigma_G)/s^2$ came out as 0.0000 in two dimensions and 0.1667 in three, and $(Q-Q_0)/s^2$ as $-0.4998$ and $-0.4999$.

## The sign beyond weak disorder

Let $\hat{\mathbf j}=\mathbf j/\langle j_x\rangle$. From $\sigma_{\rm eff}=\langle j^2/\sigma\rangle$ and $\langle j_x\rangle=\sigma_{\rm eff}$ it follows that

$$\frac{\sigma_0}{\sigma_{\rm eff}}=\langle\hat j^2e^{\beta E}\rangle\ge\langle\hat j_x\,(\hat j_xe^{\beta E})\rangle .$$

If $\hat j_x\ge0$ everywhere, it is a probability weight with mean 1, and Jensen's inequality for the logarithm gives

$$\ln\frac{\sigma_0}{\sigma_{\rm eff}}\ge\langle\hat j_x\ln\hat j_x\rangle+\beta\langle E\rangle_j .$$

Thus $Q_0-Q\ge\langle\hat j_x\ln\hat j_x\rangle\ge0$. In a three-dimensional landscape with $s=0.3$ and no backflow, $Q_0-Q$ was 0.0449 and the lower bound 0.0233. Where current runs backwards in places, this argument no longer guarantees the sign.

The bound concerns $Q$ itself, not its slope. Suppose a low channel with one thin, high barrier and a flat channel of intermediate height run in parallel, with no current passing between them. On cooling, the current can move from the first to the second. $Q$ then rises again, though it stays below $Q_0$, and $E_Q$ is negative over that range of temperature. If the channels touch, the current can instead step round the barrier and return to the low channel, and $Q$ need not rise.

## A three-dimensional example

Take round model values: $\bar E=0.60$ eV, $\Delta=0.05$ eV and $\sigma_0=100$ S/cm, so that $Q_0=5.605$. Eight smooth random landscapes, each a periodic network of $20^3$ sites, were solved at six temperatures from 250 to 500 K. Units are eV, K and S/cm, since atomic units are unnatural here.

First, one landscape at 300 K. The Joule-weighted mean of $E$ is 0.5782 eV, and the numerical slope of $\ln\sigma$ gives the same value. The current-weighted mean is 0.5499 eV. A separate solution for the thermally driven current, with the mean field along $x$ that cancels its $x$ component, gives $S=-1919.3$ µV/K, in agreement with the current weighting. A small mean current across $x$ remains, because a single random landscape is not exactly isotropic; it vanishes for a large isotropic sample.

Averages over the eight landscapes, geometric for $\sigma$ and arithmetic for the rest, are:

| $T$ (K) | $\beta\Delta$ | $\sigma$ (S/cm) | $\lvert S\rvert$ (µV/K) | $Q$ | weak law |
|---|---|---|---|---|---|
| 500 | 1.16 | $1.11\times10^{-4}$ | 1215 | 4.99 | 4.93 |
| 357 | 1.62 | $5.16\times10^{-7}$ | 1636 | 4.50 | 4.29 |
| 250 | 2.32 | $1.77\times10^{-10}$ | 2252 | 3.68 | 2.91 |

At 500 K, for instance, $\ln(1.114\times10^{-4})=-9.102$ and $e|S|/k=1214.8/86.173=14.097$, which add to 4.995. Straight-line fits over the whole range give

$$E_\sigma=0.575\ \mathrm{eV},\quad E_S=0.518\ \mathrm{eV},\quad E_Q=0.057\ \mathrm{eV},$$

with standard errors of 0.002 to 0.003 eV from the scatter between landscapes. Individual samples give $E_Q$ between 0.047 and 0.063 eV. The small size of the samples, only a few hills across, also limits these values as estimates for a large medium. Three landscapes in a cell twice as wide, with the same hill size and mesh spacing, give $E_Q$ of 0.059 to 0.063 eV, about 0.004 eV higher on average, so that $E_Q/\Delta$ is near 1.2; $E_S$ falls by about 0.006 eV and the intercept of the fitted $Q$ line rises by about 0.07. A finer mesh in the same cell changes the energies of one landscape by no more than about 0.0001 eV.

Both energies lie below the mean edge, as expected in three dimensions, and the thermopower energy lies lower. The ratio $E_Q/\Delta$ is 1.14. The weak law at the middle of the $1/T$ range would give 0.087 eV, about one and a half times the fitted value: $\beta\Delta$ exceeds 1 throughout, outside the regime of the expansion. $Q$ nevertheless stays below $Q_0$ in every sample at every temperature, with a backflow at 250 K of about $10^{-4}$ of the net current.

The averaged $Q$ deviates from its fitted line by at most 0.022, while falling by 1.32 in all. It looks activated, yet the intercept of the line is 6.34, not 5.61. The reason is that $Q$ bends, mostly at temperatures above the fitted range. Since $Q=Q_0-\int_0^\beta E_Q(\beta')d\beta'$, the tangent at $\beta$ has the intercept

$$Q+\beta E_Q(\beta)=Q_0+\int_0^\beta[E_Q(\beta)-E_Q(\beta')]\,d\beta' ,$$

which exceeds $Q_0$ when $E_Q$ grows with $\beta$. The data do bend this way: the slope between neighbouring temperatures rises from 0.051 eV at the hot end to 0.061 eV at the cold end. Between $\beta=0$ and the hot end the mean slope is only $(5.605-4.995)/(23.21\ \mathrm{eV}^{-1})=0.026$ eV, so most of the excess intercept arises there. Reading $\sigma_0$ from the fitted intercept would overestimate it by a factor $e^{0.735}\approx2.1$.

At still lower temperature the current must cross the lowest set of passes that connects the sample, at the percolation level. In a finite sample that barrier sets the exponential factor in $\sigma$, so $E_\sigma$ tends towards it. Between the passes the current runs through lower ground. In one landscape at $kT=\Delta/5$, measured from the mean edge, the percolation level is $-1.03\Delta$, the Joule-weighted energy $-0.93\Delta$ and the current-weighted energy $-1.50\Delta$. The first two differ by about half a $kT$; the third is clearly lower.

## What Q leaves out: the Meyer-Neldel shift

Suppose the edge also moves relative to the Fermi level, $\bar E=E_0-\gamma T$. A uniform shift does not alter the flow pattern, because it multiplies all local conductivities by one factor. It adds $\gamma/k$ to $\ln\sigma$, since $\beta\gamma T=\gamma/k$, and subtracts $\gamma/k$ from $e|S|/k$. $Q$ is unchanged.

In one landscape, changing the edge from 0.60 eV to $0.80\ \mathrm{eV}-(0.3\ \mathrm{meV/K})T$ raises $E_\sigma$ from 0.580 to 0.780 eV. The logarithm of the prefactor rises from 4.30 to 7.78, a gain of $\gamma/k=3.48$, and $Q$ stays the same to rounding error. The two conductivity lines cross at $0.20\ \mathrm{eV}/(0.3\ \mathrm{meV/K})=667$ K.

Any two straight lines of different slope against $1/T$ cross at one point, though it may lie at a negative, unphysical temperature, so one pair makes no rule. If in a whole family $\gamma$ grows linearly with $E_0$, as $\gamma=\gamma_0+E_0/T_{\rm MN}$, the prefactor contains $\exp(E_0/kT_{\rm MN})$ and all lines cross at $T_{\rm MN}$. That is the Meyer-Neldel rule, here caused by the statistical shift. $Q$ removes this contribution and keeps the one from the fluctuations.

## Real materials and the limits of the inference

Hydrogenated amorphous silicon is the usual setting. Measured $E_Q$ is roughly 0.1 eV, with considerable variation with doping and treatment, and the model's 0.057 eV is of similar size only because $\Delta$ was chosen as 0.05 eV; it is not a prediction. The measured intercept is roughly 10, well above the 6.3 found here. Within this model that would need a $\sigma_0$ of a few thousand S/cm, so the chosen 100 S/cm should not be read as a value for this material. Since $\sigma_0$ enters $Q$ as an additive constant, $E_Q$ does not change with it.

Real samples may break the assumption of a fixed potential, because the screening of charged defects depends on temperature. In the weak regime, $Q-Q_0=-\beta^2\Delta(\beta)^2/2$ then gives

$$E_Q=\beta\Delta^2\left(1+\frac{d\ln\Delta}{d\ln\beta}\right).$$

If $\Delta$ varies as $\beta^{0.1}$, $E_Q$ moves by 10 per cent from its fixed-$\Delta$ value.

A positive $E_Q$ does not by itself prove long-range fluctuations. If a homogeneous material has an activated mobility with energy $W$ that is not carried along as heat, then $\sigma\propto e^{-\beta(E+W)}$ while $e|S|/k=\beta E+\text{const}$, and $E_Q=W$. The interpretation also fails when electrons and holes both contribute, since their thermopowers have opposite signs, and the current weighting must in general be changed when the temperature gradient is itself uneven, in particular when its variations are related to those of the potential. The computed values for the $20^3$ networks are listed in the numerical output.

## Numbers as computed

```
mean edge above Fermi level: 0.60 eV
rms fluctuation Delta: 0.050 eV
sigma0: 100 S/cm; homogeneous Q0: 5.6052
local law, 300 K: E/kT = 23.2090, e|S|/k = 24.2090
series cosine, V0/kT= 0.2: Q-Q0=-0.0100, E_Q/V0=0.0995
series cosine, V0/kT= 2.0: Q-Q0=-0.8240, E_Q/V0=0.6978
series cosine, V0/kT=20.0: Q-Q0=-17.5896, E_Q/V0=0.9747
weak, d=2: ln(sigma/sigma0)/s^2=0.0000, (Q-Q0)/s^2=-0.4998
weak, d=3: ln(sigma/sigma0)/s^2=0.1667, (Q-Q0)/s^2=-0.4999
sample 1, 300 K: Joule mean of E: 0.57823 eV
  -d ln(sigma)/d(1/kT): 0.57823 eV
  current mean of E: 0.54993 eV
  S from open circuit: -1919.26 uV/K
  S from current weighting: -1919.26 uV/K
Delta/kT=0.3: Q0-Q=0.04494, lower bound=0.02331
sample 1, kT = Delta/5, energies from the mean edge:
  percolation level: -1.031 Delta
  Joule mean: -0.928 Delta; current mean: -1.498 Delta
shifted case: edge 0.80 eV - 0.3 meV/K * T
  E_sigma, original and shifted: 0.5801, 0.7801 eV
  ln prefactor (S/cm), original and shifted: 4.299, 7.780
  fitted conductivity lines cross at 666.7 K
  largest change of Q: 1.4e-14
T (K), Delta/kT, sigma (S/cm, log mean), |S| (uV/K), Q, Q0-(Delta/kT)^2/2
  500.0  1.160 1.114e-04  1214.8 4.9946 4.9318
  416.7  1.393 7.529e-06  1426.8 4.7601 4.6356
  357.1  1.625 5.157e-07  1635.8 4.5049 4.2855
  312.5  1.857 3.573e-08  1842.6 4.2357 3.8815
  277.8  2.089 2.501e-09  2047.9 3.9583 3.4236
  250.0  2.321 1.767e-10  2252.0 3.6771 2.9119
E_sigma: 0.5753 eV, standard error 0.0023 eV
E_S: 0.5183 eV, standard error 0.0026 eV
E_Q: 0.0570 eV, standard error 0.0017 eV
E_Q/Delta: 1.140
range of E_Q over samples: 0.0475 to 0.0630 eV
weak-law E_Q at mid-range 1/kT: 0.0870 eV
intercept of fitted Q: 6.340
largest deviation of mean Q from its line: 0.0221
backflow/net current, 250 K, sample mean: 0.0001
```
